# Self-correlation of the hydrogen atom in the direct random-phase approximation: verification in Python

```python
"""Direct RPA correlation energy of the hydrogen atom (exact value: zero).

Result under test: with hydrogen eigenfunctions as orbitals,
    E_c = sum_l (2l+1) * 1/2 * [sum Omega - sum Delta - trace K],
is about -0.02 hartree. Delta = virtual energy minus 1s energy,
K_ab = (1s a|1s b), Omega^2 = eigenvalues of sqrt(Delta)(Delta+2K)sqrt(Delta).
There is one occupied spin orbital. Hartree atomic units are used throughout.
The radial functions u(r) are r times the radial orbitals; u_1s = 2 r exp(-r).
"""
import numpy as np
import sympy as sp
from numpy.polynomial.legendre import leggauss, legvander
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import cholesky, eigh, svdvals
from scipy.special import eval_genlaguerre, gammaln, zeta
from pyscf import ao2mo, gto

ORDER, PANELS = 12, 50
nodes, node_weights = leggauss(ORDER)
legendre = legvander(nodes, ORDER)
# Matrix that integrates the node interpolant from -1 to each node.
primitive = np.empty((ORDER, ORDER))
primitive[:, 0] = nodes + 1
for k in range(1, ORDER):
    primitive[:, k] = (legendre[:, k + 1] - legendre[:, k - 1]) / (2*k + 1)
to_coefficients = ((np.arange(ORDER) + 0.5)[:, None]
                   * legendre[:, :ORDER].T * node_weights)
running_matrix = primitive @ to_coefficients


def running_integral(values, half_widths):
    """Integral from zero to each grid point, for each row of values."""
    blocks = values.reshape(len(values), PANELS, ORDER)
    inside = np.einsum('ij,bpj->bpi', running_matrix, blocks)
    inside *= half_widths[None, :, None]
    totals = (blocks @ node_weights) * half_widths
    before = np.cumsum(totals, axis=1) - totals
    return (inside + before[:, :, None]).reshape(values.shape)


def partial_wave(l, size):
    """Gaps, couplings, dipole moments and lowest energy for one l."""
    scale = 1.5 + 0.5*l
    alpha = 2*l + 2
    x_max = 4*size + 4*l + 120
    edges = x_max * (np.arange(PANELS + 1) / PANELS)**2
    half_x = np.diff(edges) / 2
    x = (edges[:-1, None] + half_x[:, None]*(nodes + 1)).ravel()
    r = x / (2*scale)
    half_r = half_x / (2*scale)
    weight = (half_r[:, None] * node_weights).ravel()
    n = np.arange(size)[:, None]
    log_norm = 0.5*(np.log(2*scale) + gammaln(n + 1)
                    - gammaln(n + alpha + 1))
    prefactor = np.exp(log_norm + (l + 1)*np.log(x) - x/2)
    basis = prefactor * eval_genlaguerre(n, float(alpha), x)
    lower = eval_genlaguerre(np.maximum(n - 1, 0), float(alpha + 1), x)
    poly_slope = -np.where(n > 0, lower, 0.0)
    slope = 2*scale*(((l + 1)/x - 0.5)*basis + prefactor*poly_slope)
    potential = l*(l + 1)/(2*r**2) - 1/r
    hamiltonian = (0.5*(slope*weight) @ slope.T
                   + (basis*weight*potential) @ basis.T)
    energies, vectors = eigh(hamiltonian)
    lowest = energies[0]
    orbitals = vectors.T @ basis
    if l == 0:
        energies, orbitals = energies[1:], orbitals[1:]
    u_1s = 2*r*np.exp(-r)
    products = orbitals * u_1s
    inner = running_integral(products * r**l, half_r)
    half_coupling = (products*weight*r**(-l - 1.0)) @ inner.T
    coupling = (half_coupling + half_coupling.T) / (2*l + 1)
    dipoles = (products*weight) @ r / np.sqrt(3)
    return energies + 0.5, coupling, dipoles, lowest


def ring_energy(gaps, coupling):
    # Singular values avoid the roundoff caused by squaring large gaps.
    factor = cholesky(np.diag(gaps) + 2*coupling, lower=True)
    omegas = svdvals(factor.T * np.sqrt(gaps))
    return 0.5*(omegas.sum() - gaps.sum() - np.trace(coupling))


def second_order(gaps, coupling):
    return -0.5*np.sum(coupling**2 / (gaps[:, None] + gaps))


def frequency_energy(l, step, radius=12.0):
    """Logarithmic frequency formula on a finite-difference radial grid."""
    count = int(round(radius/step)) - 1
    r = step*np.arange(1, count + 1)
    h = np.diag(1/step**2 + l*(l + 1)/(2*r**2) - 1/r)
    off = np.full(count - 1, -0.5/step**2)
    h += np.diag(off, 1) + np.diag(off, -1)
    energies, vectors = eigh(h)
    if l == 0:
        energies, vectors = energies[1:], vectors[:, 1:]
    gaps = energies + 0.5
    products = vectors * (2*r*np.exp(-r))[:, None]
    small, large = np.minimum.outer(r, r), np.maximum.outer(r, r)
    coulomb = step*(small/large)**l / large / (2*l + 1)
    points, weights = leggauss(40)
    total = 0.0
    for point, weight in zip(points, weights):
        omega = (1 + point)/(1 - point)
        response = -(products * (2*gaps/(gaps**2 + omega**2))) @ products.T
        chi_v = response @ coulomb
        sign, logdet = np.linalg.slogdet(np.eye(count) - chi_v)
        assert sign > 0
        total += weight*2/(1 - point)**2*(logdet + np.trace(chi_v))
    return total/(2*np.pi)


# Partial-wave calculation
L_MAX, SIZE, SMALL_SIZE = 12, 80, 50
increments, second, bound, small_basis = [], [], [], []
for l in range(L_MAX + 1):
    gaps, coupling, dipoles, lowest = partial_wave(l, SIZE)
    increments.append((2*l + 1)*ring_energy(gaps, coupling))
    second.append((2*l + 1)*second_order(gaps, coupling))
    keep = gaps < 0.5
    if keep.any():
        bound.append((2*l + 1)*ring_energy(gaps[keep],
                                           coupling[np.ix_(keep, keep)]))
    if l == 0:
        energy_1s = lowest
    if l == 1:
        polarizability = 2*np.sum(dipoles**2/gaps)
        gap_2p_numeric, k_2p_numeric = gaps[0], coupling[0, 0]
    gaps, coupling, _, _ = partial_wave(l, SMALL_SIZE)
    small_basis.append((2*l + 1)*ring_energy(gaps, coupling))
increments, second = np.array(increments), np.array(second)
assert abs(energy_1s + 0.5) < 1e-9
assert abs(polarizability - 4.5) < 1e-7
basis_change = increments.sum() - sum(small_basis)
assert abs(basis_change) < 2e-6

# High-l law, obtained from the local pair equation
tail_coefficient = 3/16*quad(lambda r: (2*r*np.exp(-r))**4*r, 0, np.inf)[0]
half_l = np.arange(L_MAX + 1) + 0.5
scaled = -increments*half_l**4
extrapolated = ((half_l[12]**2*scaled[12] - half_l[8]**2*scaled[8])
                / (half_l[12]**2 - half_l[8]**2))
assert abs(extrapolated/tail_coefficient - 1) < 0.01
tail = -tail_coefficient*zeta(4, L_MAX + 1.5)
total = increments.sum() + tail
second_total = second.sum() + tail
early_total = increments[:7].sum() - tail_coefficient*zeta(4, 7.5)
assert abs(early_total - total) < 3e-6
assert abs(total + 0.02) < 0.003
assert second_total < total < 0

# Independent frequency integral; remove the quadratic grid error
frequency_values = []
for l in range(3):
    coarse, fine = frequency_energy(l, 0.06), frequency_energy(l, 0.03)
    value = (2*l + 1)*(4*fine - coarse)/3
    frequency_values.append(value)
    assert abs(value/increments[l] - 1) < 1e-3

# Independent three-dimensional Gaussian integrals, without partial waves
shells = [[0, [0.02*2.5**k, 1.0]] for k in range(11)]
shells += [[1, [0.03*2.2**k, 1.0]] for k in range(10)]
shells += [[2, [0.06*2.2**k, 1.0]] for k in range(8)]
atom = gto.M(atom='H 0 0 0', basis={'H': shells}, spin=1, verbose=0)
core = atom.intor('int1e_kin') + atom.intor('int1e_nuc')
levels, orbitals = eigh(core, atom.intor('int1e_ovlp'))
occupied, virtual = orbitals[:, :1], orbitals[:, 1:]
repulsion = atom.intor('int2e', aosym='s8')
coupling_3d = ao2mo.incore.general(
    repulsion, (occupied, virtual, occupied, virtual), compact=False)
gaussian_energy = ring_energy(levels[1:] - levels[0], coupling_3d)
assert abs(gaussian_energy - increments[:3].sum()) < 1e-4

# Exact integrals for the hand calculation and the Hartree self-energy
r, s = sp.symbols('r s', positive=True)


def exact_repulsion(density, l):
    inner = sp.integrate(sp.expand(density.subs(r, s)*s**l), (s, 0, r))
    outer = sp.expand(density*r**(-l - 1)*inner)
    return sp.simplify(2*sp.integrate(outer, (r, 0, sp.oo))/(2*l + 1))


hartree = exact_repulsion(4*r**2*sp.exp(-2*r), 0)/2
k_2p = exact_repulsion(r**3*sp.exp(-3*r/2)/sp.sqrt(6), 1)
assert abs(float(hartree) - 5/16) < 1e-12
assert abs(float(k_2p) - k_2p_numeric) < 1e-8
gap_2p = 0.5*(1 - 1/4)
assert abs(gap_2p - gap_2p_numeric) < 1e-8
omega_2p = np.sqrt(gap_2p*(gap_2p + 2*float(k_2p)))
energy_2p = 1.5*(omega_2p - gap_2p - float(k_2p))
bound_total = sum(bound)
assert total < 2*bound_total < 0
assert total < energy_2p < 0

ev = physical_constants['Hartree energy in eV'][0]
print(f"Laguerre functions per l: {SIZE}")
print(f"Computed 1s energy: {energy_1s:.8f} hartree")
print(f"Dipole polarizability: {polarizability:.6f} bohr^3")
print(f"Hartree self-energy: {hartree} = {float(hartree):.6f} hartree")
print(f"2p gap: {gap_2p:.6f} hartree")
print(f"2p coupling K: {k_2p} = {float(k_2p):.8f} hartree")
print(f"2p-only Omega: {omega_2p:.8f} hartree")
print(f"2p-only energy, three m values: {energy_2p:.8f} hartree")
print("Increments include the factor 2l+1")
for l in range(L_MAX + 1):
    print(f"l={l:2d}: increment {increments[l]:.8f} hartree, "
          f"running sum {increments[:l+1].sum():.7f} hartree")
for l, value in enumerate(frequency_values):
    print(f"Frequency-grid increment l={l}: {value:.7f} hartree")
print(f"Partial-wave sum l=0 to 2: {increments[:3].sum():.6f} hartree")
print(f"Gaussian 3D result, s p d: {gaussian_energy:.6f} hartree")
print(f"Basis change {SMALL_SIZE} to {SIZE}: {basis_change:.2e} hartree")
print(f"Tail coefficient, derived: {tail_coefficient:.7f} hartree")
print(f"Tail coefficient, extrapolated: {extrapolated:.7f} hartree")
print(f"Tail beyond l={L_MAX}: {tail:.8f} hartree")
print(f"Total using cutoff l=6 plus tail: {early_total:.6f} hartree")
print(f"Second-order direct energy: {second_total:.6f} hartree")
print(f"Higher-order ring correction: {total-second_total:.6f} hartree")
print(f"Negative-energy virtuals only: {bound_total:.5f} hartree")
print(f"Their fraction of the total: {100*bound_total/total:.1f} percent")
print(f"Direct RPA self-correlation: {total:.6f} hartree")
print(f"Direct RPA self-correlation: {total*ev:.4f} eV")
print(f"Direct RPA total energy: {-0.5+total:.6f} hartree")
print("finished without a failed check")
```

It prints:

```
Laguerre functions per l: 80
Computed 1s energy: -0.50000000 hartree
Dipole polarizability: 4.500000 bohr^3
Hartree self-energy: 5/16 = 0.312500 hartree
2p gap: 0.375000 hartree
2p coupling K: 112/6561 = 0.01707057 hartree
2p-only Omega: 0.39169877 hartree
2p-only energy, three m values: -0.00055770 hartree
Increments include the factor 2l+1
l= 0: increment -0.00616295 hartree, running sum -0.0061630 hartree
l= 1: increment -0.01179468 hartree, running sum -0.0179576 hartree
l= 2: increment -0.00191120 hartree, running sum -0.0198688 hartree
l= 3: increment -0.00053535 hartree, running sum -0.0204042 hartree
l= 4: increment -0.00020251 hartree, running sum -0.0206067 hartree
l= 5: increment -0.00009237 hartree, running sum -0.0206991 hartree
l= 6: increment -0.00004785 hartree, running sum -0.0207469 hartree
l= 7: increment -0.00002718 hartree, running sum -0.0207741 hartree
l= 8: increment -0.00001655 hartree, running sum -0.0207906 hartree
l= 9: increment -0.00001064 hartree, running sum -0.0208013 hartree
l=10: increment -0.00000714 hartree, running sum -0.0208084 hartree
l=11: increment -0.00000497 hartree, running sum -0.0208134 hartree
l=12: increment -0.00000357 hartree, running sum -0.0208170 hartree
Frequency-grid increment l=0: -0.0061629 hartree
Frequency-grid increment l=1: -0.0117947 hartree
Frequency-grid increment l=2: -0.0019112 hartree
Partial-wave sum l=0 to 2: -0.019869 hartree
Gaussian 3D result, s p d: -0.019857 hartree
Basis change 50 to 80: -4.01e-07 hartree
Tail coefficient, derived: 0.0878906 hartree
Tail coefficient, extrapolated: 0.0876445 hartree
Tail beyond l=12: -0.00001330 hartree
Total using cutoff l=6 plus tail: -0.020831 hartree
Second-order direct energy: -0.023332 hartree
Higher-order ring correction: 0.002501 hartree
Negative-energy virtuals only: -0.00182 hartree
Their fraction of the total: 8.7 percent
Direct RPA self-correlation: -0.020830 hartree
Direct RPA self-correlation: -0.5668 eV
Direct RPA total energy: -0.520830 hartree
finished without a failed check
```
